# Transmission Through a Sharp p-n Step on a Topological Surface

## Problem

Consider a topological insulator whose surface carries a single Dirac cone, in which the spin direction is tied to the direction of motion. A potential step along the line $x=0$ makes the surface n-type on the left and p-type on the right. Near the Dirac point the Hamiltonian is

$$H=\hbar v\,(k_x\sigma_y-k_y\sigma_x)+V(x),\qquad V=\begin{cases}-U,&x<0\\+U,&x>0\end{cases}$$

with $U>0$, $k_x=-i\,\partial/\partial x$, and Pauli matrices acting on the electron spin. The Fermi energy is $E=0$, midway between the two Dirac points, so both sides have the same Fermi wavenumber $k=U/(\hbar v)$. The step is straight and abrupt, and the motion is elastic and free of disorder.

An electron arrives from the left, its velocity making an angle $\theta$ with the normal to the step, $|\theta|<90^\circ$.

1. What fraction $T(\theta)$ of the incident current is transmitted?
2. What conductance per unit width does the step leave, compared with a uniform surface?
3. How abrupt must the step be for the answer to hold?

For numbers take $v=4\times10^5$ m/s, $U=50$ meV and $\theta=30^\circ$.

## First estimate by scaling

The step is uniform along $y$, so $k_y=k\sin\theta$ is conserved. The quantities in the problem are $\hbar v$, $U$ and $k_y$, and they form one dimensionless ratio,

$$\frac{\hbar v k_y}{U}=\frac{k_y}{k}=\sin\theta .$$

Hence $T$ depends on the angle alone. A higher step, with the Fermi energy kept at its middle, transmits the same fraction at the same angle.

At $k_y=0$ the Hamiltonian contains only $\sigma_y$ and a scalar. Right-movers and left-movers are then the two eigenstates of $\sigma_y$, and nothing turns one into the other, so the reflection amplitude vanishes. The term $-\hbar v k_y\sigma_x$ does flip eigenstates of $\sigma_y$. If the reflection amplitude grows smoothly from zero, it starts in proportion to $k_y/k$, and

$$T\approx 1-c\,\sin^2\theta ,$$

where scaling leaves the number $c$ open. If one further supposes that this form holds at all angles and that transmission vanishes at grazing incidence, then $c=1$. Both suppositions are guesses, to be judged by the solution.

## Exact solution

### Waves on a uniform side

Let $\varepsilon=E-V$ be the energy measured from the local Dirac point: $\varepsilon=+U$ on the left and $-U$ on the right. Since $\sigma_x\sigma_y+\sigma_y\sigma_x=0$, squaring the kinetic term removes the cross products and gives

$$\varepsilon^2=(\hbar v)^2(k_x^2+k_y^2).$$

Write $k_x=k\cos\varphi$ and $k_y=k\sin\varphi$. In matrix form,

$$k_x\sigma_y-k_y\sigma_x=\begin{pmatrix}0&-ik\,e^{-i\varphi}\\ ik\,e^{i\varphi}&0\end{pmatrix}.$$

For a spinor $(1,b)$, the second row of the eigenvalue equation reads $\hbar v\,ik\,e^{i\varphi}=\varepsilon b$. With $s=\varepsilon/|\varepsilon|$ this gives

$$b=s\,i\,e^{i\varphi}.$$

The velocity operators are $v_x=\partial H/\partial(\hbar k_x)=v\sigma_y$ and $v_y=-v\sigma_x$. For $(1,b)$ the unnormalized expectation values are $\psi^\dagger\sigma_y\psi=2\,\mathrm{Im}\,b$ and $\psi^\dagger\sigma_x\psi=2\,\mathrm{Re}\,b$. Dividing by the norm, $1+|b|^2=2$, gives

$$\langle v_x\rangle=s\,v\cos\varphi,\qquad \langle v_y\rangle=s\,v\sin\varphi .$$

On the n side the velocity points along the wavevector; on the p side it points against it.

### The three waves

The waves are selected by the direction in which they carry current.

- Incident: $s=+1$ and $\varphi=\theta$, so $b=i e^{i\theta}$.
- Reflected: $s=+1$, the same $k_y$ and reversed $k_x$. Then $\varphi=\pi-\theta$, $e^{i\varphi}=-e^{-i\theta}$ and $b=-i e^{-i\theta}$.
- Transmitted: $s=-1$ and the same $k_y$. Motion to the right requires $-\cos\varphi>0$, so again $\varphi=\pi-\theta$, but now $b=+i e^{-i\theta}$.

The transmitted wave has $k_x=-k\cos\theta$ although it moves to the right. Its transverse velocity is $-v\sin(\pi-\theta)=-v\sin\theta$, opposite to that of the incident wave. The electron is refracted to the other side of the normal, at an angle of equal size.

### The condition at the step

The wave equation is of first order in $x$:

$$-i\hbar v\,\sigma_y\,\frac{\partial\psi}{\partial x}=\left[E-V(x)+\hbar v k_y\sigma_x\right]\psi .$$

Integrate from $-\eta$ to $+\eta$. The right side is bounded, so its integral vanishes as $\eta\to0$. Since $\sigma_y$ has an inverse, $\psi(0^+)=\psi(0^-)$. Both spinor components are continuous, and no separate condition on the derivative arises.

### Matching

With amplitudes $r$ and $t$ for the reflected and transmitted waves, continuity of the first component, and of the second after division by $i$, gives

$$1+r=t,\qquad e^{i\theta}-r\,e^{-i\theta}=t\,e^{-i\theta}.$$

Insert the first equation into the second and collect $r$:

$$2r\,e^{-i\theta}=e^{i\theta}-e^{-i\theta}=2i\sin\theta
\quad\Rightarrow\quad r=i\sin\theta\,e^{i\theta}.$$

Then

$$t=1+r=e^{i\theta}\left(e^{-i\theta}+i\sin\theta\right)=\cos\theta\,e^{i\theta}.$$

The normal current of each wave is proportional to $2\,\mathrm{Im}\,b$ times its squared amplitude. The values of $2\,\mathrm{Im}\,b$ are $2\cos\theta$, $-2\cos\theta$ and $2\cos\theta$ for the incident, reflected and transmitted waves. They are equal in size, so no velocity factor survives in the ratios:

$$\boxed{T=|t|^2=\cos^2\theta,\qquad R=|r|^2=\sin^2\theta}$$

The sum is one, as current conservation requires.

At $30^\circ$ the amplitudes are $r=-0.250+0.433i$ and $t=0.750+0.433i$. Thus $T=0.750^2+0.433^2=0.75$ and $R=0.25$. At $60^\circ$ the two fractions are interchanged.

A separate calculation follows a wave packet in time without imposing any matching condition. Its central wavenumber is $k$, its rms length is $20/k$, and it arrives at $40^\circ$. The transmitted fraction is 0.5871, against $\cos^2 40^\circ=0.5868$. The mean transverse velocity of the transmitted part is $-0.643\,v$, which agrees with $-v\sin40^\circ$ and confirms the reversed refraction.

### Why normal incidence is perfect

At $k_y=0$, multiply the wave equation by $i\sigma_y/(\hbar v)$ and use $\sigma_y^2=1$:

$$\frac{\partial\psi}{\partial x}=\frac{i\,[E-V(x)]}{\hbar v}\,\sigma_y\psi .$$

If $\sigma_y\psi=\psi$ on the far left, the solution is

$$\psi(x)=\exp\left\{\frac{i}{\hbar v}\int_0^x[E-V(x')]\,dx'\right\}\chi,\qquad \sigma_y\chi=\chi .$$

The potential changes the phase and leaves the spin alone. A right-mover stays a right-mover, so $T=1$ for any bounded scalar profile in this model, sharp or smooth, symmetric or not. The law $\cos^2\theta$ at other angles does need the sharp, symmetric step.

The protection ends if the surface is magnetized out of plane. Add $m\sigma_z$ on both sides, with $|m|<U$. At $k_y=0$ the Hamiltonian is $\hbar v k_x\sigma_y+m\sigma_z+V$. A quarter-turn of the spin axes about $y$ leaves $\sigma_y$ unchanged and carries $\sigma_z$ into $-\sigma_x$. The result is the oblique problem already solved, with $m$ in the place of $\hbar v k_y$. Replacing $\sin\theta=\hbar v k_y/U$ by $m/U$ gives

$$T(0)=1-\left(\frac{m}{U}\right)^2 .$$

For $m=10$ meV this is $1-(10/50)^2=0.96$.

### Conductance

At low temperature and small bias, each transverse mode contributes $(e^2/h)\,T$. A width $W$ contains $W\,dk_y/(2\pi)$ modes in the interval $dk_y$, and $T=1-k_y^2/k^2$. Therefore

$$\frac{G}{W}=\frac{e^2}{h}\int_{-k}^{k}\frac{dk_y}{2\pi}\left(1-\frac{k_y^2}{k^2}\right)=\frac{e^2}{h}\,\frac{1}{2\pi}\left(2k-\frac{2k}{3}\right)=\frac{e^2}{h}\,\frac{2k}{3\pi}.$$

Without a step $T=1$, and the integral gives $(e^2/h)\,k/\pi$. The step passes two thirds of the ballistic conductance.

For the example, $\hbar v=0.2633$ eV nm, so

$$k=\frac{0.0500\ \text{eV}}{0.2633\ \text{eV nm}}=0.190\ \text{nm}^{-1},\qquad \frac1k=5.27\ \text{nm}.$$

The conductance is 1.56 mS/µm with the step and 2.34 mS/µm without it. Within this model a sharp scalar step is a poor switch at low temperature: reversing the carrier type on one side removes only a third of the conductance.

### How sharp is sharp?

Let the potential rise linearly over a width $d$. A second dimensionless number, $kd$, then enters. Define $q(x)=(E-V)/(\hbar v)=-2kx/d$ for $|x|<d/2$. Multiplying the wave equation by $i\sigma_y/(\hbar v)$ and using $i\sigma_y\sigma_x=\sigma_z$ gives

$$\psi_1'=k_y\psi_1+q\psi_2,\qquad \psi_2'=-q\psi_1-k_y\psi_2 .$$

The ratio $z=\psi_2/(i\psi_1)$ therefore obeys

$$z'=iq\,(1-z^2)-2k_y z .$$

On the right, $z(d/2)=z_0=e^{-i\theta}$. On the left, the incident and reflected waves give $z_L=(e^{i\theta}-re^{-i\theta})/(1+r)$, so

$$r=\frac{e^{i\theta}-z_L}{z_L+e^{-i\theta}},\qquad T=1-|r|^2=\frac{4\cos\theta\,\mathrm{Re}\,z_L}{|z_L+e^{-i\theta}|^2}.$$

The last form follows because $|z_L+e^{-i\theta}|^2-|e^{i\theta}-z_L|^2=2\,\mathrm{Re}[z_L(e^{i\theta}+e^{-i\theta})]$.

For a narrow ramp, integrate leftward from $d/2$ in powers of $d$. Putting $z=z_0$ on the right side gives the first correction,

$$z_1(x)=i(1-z_0^2)\,\frac{k}{d}\left(\frac{d^2}{4}-x^2\right)-2k_yz_0\left(x-\frac d2\right),$$

so that $z_1(-d/2)=2k_yd\,z_0$. The terms linear in $z_1$ give the second correction,

$$z_2(-d/2)=2\int_{-d/2}^{d/2}(iqz_0+k_y)\,z_1\,dx .$$

The two integrals needed are

$$\int z_1\,dx=\frac{i(1-z_0^2)kd^2}{6}+k_yz_0d^2,\qquad \int q z_1\,dx=\frac{k\,k_y z_0 d^2}{3}.$$

In the second, the even part of $z_1$ drops out because $q$ is odd. Adding them and using $1+z_0^2=2z_0\cos\theta$,

$$z_L=z_0\left[1+2\delta+2\delta^2+2i\beta\cos\theta\right],\qquad \delta=k_yd,\quad \beta=\tfrac13 k\,k_y d^2 .$$

To second order in $d$ this gives

$$\mathrm{Re}\,z_L=\cos\theta\,(1+2\delta+2\delta^2+2\beta\sin\theta),$$
$$|z_L+z_0|^2=4(1+2\delta+3\delta^2).$$

The terms linear in $\delta$ cancel in the quotient, leaving $1-\delta^2+2\beta\sin\theta$. Since $\delta^2=(kd\sin\theta)^2$ and $2\beta\sin\theta=\tfrac23(kd\sin\theta)^2$,

$$T\approx\cos^2\theta\left[1-\tfrac13(kd\sin\theta)^2\right],\qquad kd\ll1 .$$

A narrow ramp reflects slightly more than a sharp step, and the correction vanishes at normal incidence. Numerical integration of the full wave equation gives:

| $d$ (nm) | $kd$ | $T(30^\circ)$ | $G/G_{\rm uniform}$ |
|---|---|---|---|
| 1 | 0.19 | 0.748 | 0.665 |
| 5 | 0.95 | 0.697 | 0.630 |
| 20 | 3.80 | 0.283 | 0.392 |

At 1 nm the formula gives $0.75\,(1-0.0030)=0.748$, as in the table. At 5 nm it gives 0.694, still close. At 20 nm the bracket is negative and the expansion has failed. For this example the sharp-step law is good for widths well below $1/k\approx5$ nm.

## Comparison of the estimate and the solution

Scaling correctly predicted that $T$ depends on the angle alone. Together with the spin argument and the assumption of smooth growth, it also gave a loss that begins as $\sin^2\theta$. The solution supplies $c=1$ and shows that, for the sharp symmetric step, no higher powers of $\sin\theta$ appear. Both guesses therefore turn out to be right here.

They were not forced by scaling. With a finite ramp, the narrow-ramp formula contains a term in $\sin^4\theta$, and the coefficient of $\sin^2\theta$ becomes $1+(kd)^2/3$. The simple form belongs to the limit in which the step has no length of its own. The starting point of the estimate, $T=1$ at $k_y=0$, survives a finite width, and so does the vanishing of $T$ at grazing incidence.

## Beside a real surface

The parameters lie in the rough regime of (Bi,Sb)$_2$Te$_3$ films, layered tellurides whose Dirac point can be placed inside the bulk gap. The carrier density, $k^2/(4\pi)=2.9\times10^{11}$ cm$^{-2}$ per side, is low and requires tuning close to neutrality. One assumption plainly broken is sharpness. A gate edge smears the potential over a length comparable to its distance from the surface, or several times that distance if screening is weak. This is often tens of nanometres, whereas a 1 nm ramp needs a field of 1 MV/cm. Going from a sharp step to a linear ramp of 20 nm lowers $T(30^\circ)$ from 0.75 to 0.28. The shape of the profile matters too: a hyperbolic-tangent step with the same central slope gives about 0.20. Both values are ballistic references: a rough mobility of 1000 cm$^2$/Vs implies a mean free path of about 12 nm, shorter than the ramp, so scattering would alter the angular distribution inside it.

Temperature matters as well. Averaging the sharp-step $T$ over the thermal window, with the incidence angle held at $30^\circ$, gives 0.67 at 77 K and 0.53 at 300 K. Away from $E=0$ the two wavenumbers differ. For $E>0$, conservation of $k_y$ forbids transmission when $(U+E)\sin30^\circ>|U-E|$, that is, for $U/3<E<3U$. The lower limit, $U/3\approx17$ meV, is less than $k_BT=26$ meV at room temperature. Bulk carriers also enter: with a band edge taken 100 meV from the Dirac point, hence 50 meV from the Fermi level, the activation factor is 0.14 at 300 K and $5\times10^{-4}$ at 77 K.

Corrections to the cone itself are small in energy beside $U$. Hexagonal warping, with a rough coefficient of 0.25 eV nm$^3$, amounts to 1.7 meV and tilts the spin out of the plane by at most about $2^\circ$ at the wavenumber $k$ of the pure cone. Band curvature, with a rough coefficient of 0.15 eV nm$^2$, amounts to 5.4 meV. Treated only as a common energy offset on both sides, it would move $T(30^\circ)$ from 0.75 to about 0.80 at fixed angle. When the quadratic term is also kept in the velocity operator and in the matching at an abrupt step, $T(30^\circ)$ comes out at about 0.76; nearly all of the difference from 0.80 is reflection into a short-wavelength branch discussed below. At $60^\circ$ the same matching raises $T$ from 0.25 to about 0.36, so the correction is not small at every angle. These values are for a positive coefficient; with the opposite sign, $T$ falls at both angles. The matching also lowers $T(0)$ from 1 to about 0.95, because the quadratic term adds a short-wavelength branch into which the electron can be reflected. That branch lies at wavenumbers where the quadratic form is itself unreliable, so the 0.95 marks a limit of the model and is not a prediction for the material. The same holds for the 0.76, in which about 0.04 of the current is reflected into that branch. A profile $U\tanh(x/L)$ with $L=1$ nm largely decouples the branch; positive curvature then raises $T(30^\circ)$ by about 0.04 and $T(60^\circ)$ by about 0.11 over the pure cone with the same profile, close to the offset estimate.

The numerical output below lists most of the values above and the sharp-step fractions at further angles. It does not include the results of matching with the quadratic term or the value for the hyperbolic-tangent step.

## Values computed for the example and the checks

```
Surface velocity v = 4.00e+05 m/s
Half step U = 50.0 meV; full step = 100.0 meV
hbar v = 0.2633 eV nm
Fermi wavenumber k = 0.1899 1/nm; 1/k = 5.266 nm
Carrier density per side = 2.870e+11 1/cm2
Sharp step,  0 deg: T = 1.0000, R = 0.0000
Sharp step, 15 deg: T = 0.9330, R = 0.0670
Sharp step, 30 deg: T = 0.7500, R = 0.2500
Sharp step, 45 deg: T = 0.5000, R = 0.5000
Sharp step, 60 deg: T = 0.2500, R = 0.7500
Sharp step, 75 deg: T = 0.0670, R = 0.9330
At 30 deg: r = -0.2500 +0.4330i
At 30 deg: t = 0.7500 +0.4330i
Packet at 40 deg: T = 0.5871
Squared cosine of 40 deg = 0.5868
Packet transmitted vy/v = -0.6431
Minus sine of 40 deg = -0.6428
Packet at 0 deg: T = 1.00000
Step conductance/width = 1.561 mS/um
Uniform ballistic value = 2.342 mS/um
Mode-sum ratio step/uniform = 0.6663
Ramp  1.0 nm: kd = 0.190, field = 1.000 MV/cm
  T(30 deg) = 0.7478; conductance ratio = 0.6651
Ramp  5.0 nm: kd = 0.950, field = 0.200 MV/cm
  T(30 deg) = 0.6965; conductance ratio = 0.6298
Ramp 20.0 nm: kd = 3.798, field = 0.050 MV/cm
  T(30 deg) = 0.2834; conductance ratio = 0.3918
77 K: kT = 6.64 meV; p-n window weight = 0.999
  thermal mean T(30 deg) = 0.6742
  bulk-edge factor exp(-gap/kT) = 5.34e-04
300 K: kT = 25.85 meV; p-n window weight = 0.744
  thermal mean T(30 deg) = 0.5341
  bulk-edge factor exp(-gap/kT) = 1.45e-01
Bulk band edge from Dirac point = 100 meV
Mobility = 1000 cm2/Vs; mean free path = 12.50 nm
Warping coefficient = 0.25 eV nm3
Warping energy = 1.71 meV; maximum spin tilt = 1.96 deg
Curvature coefficient = 0.15 eV nm2
Curvature energy = 5.41 meV
  offset estimate T(30 deg) = 0.7952
Magnetic term 10 meV: T(0 deg) = 0.9600
```
